# Random Dopants in a Halo-Implanted Channel: Threshold Matching in Weak Inversion, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the channel current to the weight of each segment

An n-channel transistor has a p-type channel of width $W$. Near the source and near the drain a halo implant has raised the acceptor density to $N_h$ over a length $L_h$. Between the two halos lies a lightly doped middle of length $L_m$ and acceptor density $N_m<N_h$. The dopants are discrete and randomly placed, so two transistors drawn alike need slightly different gate voltages to carry the same current. The problem is to find the standard deviation $\sigma$ of that gate voltage and how it depends on $L_m$.

The three segments are numbered $i=1,2,3$ from source to drain; the subscripts $h$ and $m$ mean halo and middle. Each segment has uniform mean doping and is treated by one-dimensional electrostatics in the depth direction. Mobility $\mu$ and inversion-layer thickness $t$ are the same everywhere. The whole channel is in weak inversion, where the electron charge is too small to affect the potential, and drain-induced barrier lowering is left out. Part (h) estimates what several of these assumptions cost.

The numerical example has a 2.0 nm oxide, $W=1.0$ µm, $L_h=50$ nm, $N_h=2.0\times10^{18}$ cm⁻³, $N_m=5.0\times10^{17}$ cm⁻³, $\mu=300$ cm²/Vs and $t=1.0$ nm. The temperature is 300 K, so $v_T=k_BT/q=25.85$ mV, with $q>0$ the elementary charge. The gate is n-type polysilicon with its Fermi level at the conduction-band edge; the silicon band gap is 1.12 eV and the intrinsic density $10^{10}$ cm⁻³. The drain voltage is 50 mV and the drain current is held at 50 pA.

### (a) How do the segments combine to set the current?

*Show that in weak inversion they add in series, at any drain voltage.*

**Solution.** Let $x$ run from source to drain, let $\phi(x)$ be the electrostatic potential at the silicon surface, and let $V(x)$ be the electron quasi-Fermi potential, with $V=0$ at the source and $V=V_D$ at the drain. For non-degenerate electrons the density is

$$n_e=c\,e^{(\phi-V)/v_T},\qquad \frac{dn_e}{dx}=\frac{n_e}{v_T}\left(\frac{d\phi}{dx}-\frac{dV}{dx}\right),$$

with $c$ a constant. The current density along $+x$ is the sum of drift in the field $-d\phi/dx$ and diffusion with coefficient $D=\mu v_T$:

$$J=-q\mu n_e\frac{d\phi}{dx}+q\mu v_T\frac{dn_e}{dx}=-q\mu n_e\frac{dV}{dx}.$$

The two terms in $d\phi/dx$ have cancelled. The minus sign says that conventional current flows from drain to source. Its magnitude $I$, after integration over depth and width, is $\mu W$ times the electron charge per area times $dV/dx$.

In weak inversion the gate and the depletion charge fix $\phi$, and the electrons do not alter it. The charge per area is therefore $Q(x)e^{-V/v_T}$, where $Q(x)$ is its value for $V=0$. Hence

$$I=\mu W\,Q(x)\,e^{-V/v_T}\,\frac{dV}{dx}.$$

In the steady state $I$ is the same at every $x$. Divide by $Q$ and integrate along the channel:

$$I\int\frac{dx}{Q(x)}=\mu W\int_0^{V_D}e^{-V/v_T}dV=\mu Wv_T\left(1-e^{-V_D/v_T}\right).$$

With $Q$ constant in each segment the integral on the left is a sum:

$$I=\frac{\mu Wv_T\left(1-e^{-V_D/v_T}\right)}{\sum_iL_i/Q_i}.\tag{1}$$

The terms $L_i/Q_i$ add like resistances. At large $V_D$ the quantity that divides in proportion to them is $1-e^{-V/v_T}$, not $V$ itself. The share of segment $i$,

$$r_i=\frac{L_i/Q_i}{\sum_jL_j/Q_j},\qquad\sum_ir_i=1,\tag{2}$$

will be called its resistance fraction. It does not depend on $V_D$.

Equation (1) was tested against a finite-difference solution of the drift-diffusion equation. The trial channel had a barrier of $4v_T$ over the first and the last fifth of its length, and the drain voltage was $0.5v_T$ or $20v_T$. The larger of the two errors, relative to (1), was 0.22 %.

### (b) How does the charge of one segment respond to the gate?

*Find $d\ln Q_i/dV_G$ in the depletion approximation.*

**Solution.** Drop the index $i$ for the moment. Let $z$ be the depth below the oxide. Down to the depletion depth $d$ the acceptors are ionized and the holes absent; below $d$ the silicon is neutral. The charge density is $-qN$, so the field falls linearly from $qNd/\varepsilon$ at the surface to zero at $z=d$, where $\varepsilon$ is the permittivity of silicon. The band bending $\psi$, the potential of the surface relative to the neutral bulk, is the area of that triangle:

$$\psi=\frac{qNd^2}{2\varepsilon},\qquad qNd=\sqrt{2q\varepsilon N\psi}.\tag{3}$$

The gate must supply the flat-band voltage $V_{FB}$, the band bending, and the oxide drop. The oxide drop is the depletion charge divided by the oxide capacitance per area $C$:

$$V_G=V_{FB}+\psi+\frac{\sqrt{2q\varepsilon N\psi}}{C}.\tag{4}$$

The electron density in the neutral bulk is $n_{\rm int}^2/N$, with $n_{\rm int}$ the intrinsic density. At the surface it is larger by the Boltzmann factor $e^{\psi/v_T}$. For a layer of fixed thickness $t$,

$$Q=qt\,\frac{n_{\rm int}^2}{N}\,e^{\psi/v_T},\qquad\frac{d\ln Q}{d\psi}=\frac1{v_T}.\tag{5}$$

Differentiating (4), and using (3) in the last step,

$$\frac{dV_G}{d\psi}=1+\frac1C\,\frac{q\varepsilon N}{\sqrt{2q\varepsilon N\psi}}=1+\frac{\varepsilon}{Cd}\equiv n.\tag{6}$$

Dividing (5) by (6) and restoring the index gives

$$\frac{d\ln Q_i}{dV_G}=\frac1{n_iv_T}.\tag{7}$$

The slope factor $n_i$ exceeds 1 because the depletion charge grows with the band bending, so part of any added gate voltage drops across the oxide.

In the example the permittivity of silicon is three times that of the oxide, so $\varepsilon/(Cd)=3\times2.0\ \text{nm}/d=6.0\ \text{nm}/d$. At $L_m=1$ µm the 50 pA condition gives $V_G=57.3$ mV, with $d_h=21.5$ nm and $d_m=47.1$ nm. Then

$$n_h=1+\frac{6.0}{21.5}=1.28,\qquad n_m=1+\frac{6.0}{47.1}=1.13.$$

The heavily doped halo has the thinner depletion layer and therefore the larger slope factor.

### (c) With what weight does a local threshold shift count?

*Each segment's threshold moves by a small $\delta V_i$. By how much must the gate voltage change to restore the current, and what variance follows?*

**Solution.** The local threshold is defined as the gate voltage at which $Q_i$ reaches a chosen fixed value. If it rises by $\delta V_i$, the segment behaves as if its gate voltage were lower by $\delta V_i$. When the real gate voltage changes by $\delta V$ at the same time, (7) gives to first order

$$\delta\ln Q_i=\frac{\delta V-\delta V_i}{n_iv_T}.\tag{8}$$

At fixed drain voltage, equation (1) reads $\ln I=\text{constant}-\ln\sum_jL_j/Q_j$. Its variation is

$$\delta\ln I=-\frac{\sum_i\delta(L_i/Q_i)}{\sum_jL_j/Q_j}=\frac{\sum_i(L_i/Q_i)\,\delta\ln Q_i}{\sum_jL_j/Q_j}=\sum_ir_i\,\delta\ln Q_i,$$

because $\delta(1/Q_i)=-(1/Q_i)\,\delta\ln Q_i$. The current is held fixed, so this must vanish. Inserting (8) and multiplying by $v_T$,

$$\delta V\sum_j\frac{r_j}{n_j}-\sum_i\frac{r_i}{n_i}\,\delta V_i=0.$$

Hence

$$\delta V=\sum_iw_i\,\delta V_i,\qquad w_i=\frac{r_i/n_i}{\sum_jr_j/n_j},\qquad\sum_iw_i=1.\tag{9}$$

The weights add up to 1, as they must: if all three thresholds rise by the same amount, the gate voltage has to follow by that amount.

Dopants in different segments are independent, so the mean product of $\delta V_i$ and $\delta V_j$ vanishes for $i\neq j$. With $\sigma_i^2$ the variance of $\delta V_i$,

$$\sigma^2=\sum_iw_i^2\,\sigma_i^2.\tag{10}$$

If all slope factors are equal they cancel in (9). Then $w_i=r_i$, and each local variance is weighted by the squared resistance fraction. For unequal slope factors the weight is the square of $w_i$. A segment with a large slope factor responds less to its own threshold shift and counts for somewhat less than its resistance suggests.

The square has a strong effect. A segment that holds 1 % of the resistance passes on about 1 % of its threshold shift, and so about one part in ten thousand of its variance.

The weights were tested by moving one local threshold at a time by 10 µV in either direction and solving again for the gate voltage. In the example with $L_m=100$ µm, and in the weak-halo device of part (g), the resulting weights agreed with (9) to within $10^{-4}$.

### (d) What is the threshold variance of one segment?

*The dopant number in any volume follows Poisson statistics. Find $\sigma_i^2$.*

**Solution.** Add a thin sheet of $s$ extra acceptors per area at depth $z<d$. The local threshold is defined at fixed $Q$, and by (5) this means fixed $\psi$. The depletion depth must therefore adjust by some $\delta d$.

By Poisson's equation, a charge sheet at depth $z$ contributes to the band bending in proportion to its charge times its depth, so $\psi=(q/\varepsilon)\int_0^dN z\,dz$. The extra sheet adds $qsz/\varepsilon$, and the moved edge adds $qNd\,\delta d/\varepsilon$. Their sum must be zero:

$$sz+Nd\,\delta d=0\quad\Rightarrow\quad\delta d=-\frac{sz}{Nd}.$$

The total depletion charge then changes by

$$q\left(s+N\,\delta d\right)=qs\left(1-\frac zd\right).$$

With $\psi$ and $V_{FB}$ fixed, the change of gate voltage is the change of the oxide drop:

$$\delta V_i=\frac{qs}{C}\left(1-\frac zd\right).\tag{11}$$

A dopant at the interface has its full effect. One at the depletion edge has none, because the edge retreats and uncovers one acceptor fewer.

Now divide the depletion region into layers of thickness $dz$. A layer contains on average $NWL\,dz$ dopants, and for Poisson statistics the variance of the number equals its mean. The sheet density $s$ is the excess number divided by $WL$, so its variance is $NWL\,dz/(WL)^2=N\,dz/(WL)$. Layers are independent, and their variances add:

$$\sigma_i^2=\frac{q^2}{C^2}\,\frac{N_i}{WL_i}\int_0^{d_i}\left(1-\frac z{d_i}\right)^2dz=\frac{A_i^2}{WL_i},\qquad A_i^2=\frac{q^2N_id_i}{3C^2},\tag{12}$$

since the integral equals $d_i/3$. The dopants have been averaged over the area of the segment; part (h) returns to this.

The factor $d_i/3$ was tested against a solution of Poisson's equation that includes the mobile holes. The ratio of the full result to $d_i/3$ was 0.99 in both the halo and the middle, so the blurred depletion edge changes the variance by about 1 %.

For the halo, $N_hd_h/3=2.0\times10^{24}\times21.5\times10^{-9}/3=1.43\times10^{16}$ m⁻², whose square root is $1.20\times10^8$ m⁻¹. With $C=1.727$ µF/cm², $q/C=9.28\times10^{-18}$ V m², and the product is $A_h=1.11$ mV µm. The same steps give $A_m=0.82$ mV µm. The two coefficients are similar, so any large difference between the roles of halo and middle must come from their lengths and their weights.

## Second half: what lengthening the middle achieves

The symbols carried over are these. Segment $i$ has length $L_i$, inversion charge $Q_i$ per area, slope factor $n_i$ and random-dopant coefficient $A_i$; $W$ is the width, $C$ the oxide capacitance per area, $v_T$ the thermal voltage. There are two halos of length $L_h$ and one middle of length $L_m$. At fixed drain current and voltage, in weak inversion and for small fluctuations,

$$\sigma^2=\sum_iw_i^2\frac{A_i^2}{WL_i},\qquad w_i\propto\frac{L_i}{Q_in_i},\qquad\sum_iw_i=1.\tag{13}$$

The proportionality is (9) with the resistance fraction $r_i\propto L_i/Q_i$.

### (e) How does $\sigma$ depend on the middle length?

*Write $\sigma$ as a function of $L_m$ with as few parameters as possible, and find its limits.*

**Solution.** Compare the weight of the middle with the weight of both halos together:

$$\frac{w_m}{2w_h}=\frac{L_m/(Q_mn_m)}{2L_h/(Q_hn_h)}=\frac{L_m}{L_x}\equiv\Lambda,\qquad L_x=2L_h\,\frac{Q_m}{Q_h}\,\frac{n_m}{n_h}.\tag{14}$$

At $L_m=L_x$ the middle weighs as much as the two halos. The weights add up to 1, so

$$2w_h=\frac1{1+\Lambda},\qquad w_m=\frac\Lambda{1+\Lambda}.$$

The two halos contribute $2w_h^2A_h^2/(WL_h)=(2w_h)^2A_h^2/(2WL_h)$. Define $\sigma_h^2=A_h^2/(2WL_h)$, which is the variance when the halos have all the weight. Then (13) becomes

$$\sigma^2=\frac1{(1+\Lambda)^2}\left[\sigma_h^2+\Lambda^2\frac{A_m^2}{WL_m}\right].$$

In the last term put $L_m=\Lambda L_x$ and divide by $\sigma_h^2$:

$$\frac{\Lambda^2}{\sigma_h^2}\,\frac{A_m^2}{W\Lambda L_x}=\Lambda\,\frac{2L_h}{L_x}\,\frac{A_m^2}{A_h^2}\equiv g\Lambda.$$

The result is

$$\frac{\sigma^2}{\sigma_h^2}=\frac{1+g\Lambda}{(1+\Lambda)^2},\qquad g=\frac{2L_h}{L_x}\left(\frac{A_m}{A_h}\right)^2.\tag{15}$$

For a strong halo $Q_m\gg Q_h$, hence $L_x\gg2L_h$ and $g\ll1$. There are then three regimes.

For $\Lambda\ll1$, expansion of (15) gives $\sigma\approx\sigma_h\left[1-(1-g/2)\Lambda\right]$. The standard deviation stays near the halo value, and lengthening the middle barely improves matching. The added area holds many dopants, and their average is well defined, but the current hardly depends on it.

For $1\ll\Lambda\ll1/g$, $\sigma\approx\sigma_h/\Lambda$, which falls as $1/L_m$ if $L_x$ is constant. This is faster than the usual inverse square root of area. The halos fluctuate as before, but their share of the resistance shrinks.

For $\Lambda\gg1/g$, $\sigma^2\approx\sigma_h^2\,g/\Lambda=A_m^2/(WL_m)$. The middle dominates both resistance and variance, and the ordinary area law holds with the middle's own coefficient.

These limits treat $L_x$ as a constant. At fixed current $V_G$ rises slowly with $L_m$, and $L_x$ drifts with it. From (14) and (7), with the slope factors held constant,

$$\frac{d\ln L_x}{dV_G}=\frac1{v_T}\left(\frac1{n_m}-\frac1{n_h}\right).\tag{16}$$

When the middle holds most of the resistance, a fixed current requires $Q_m\propto L_m$, so by (7) $V_G$ rises by $n_mv_T$ per unit of $\ln L_m$. Then (16) gives $L_x\propto L_m^{1-n_m/n_h}$. In the second regime $\sigma$ therefore falls as $L_m^{-n_m/n_h}$, somewhat more slowly than $1/L_m$; in the example $n_m/n_h\approx0.88$. The example does not get deep into this regime: at $L_m=1$ mm, where $\Lambda\approx8$, the local exponent is only 0.79, and the middle's charge has already reached 0.17 of $n_mCv_T$, the edge of weak inversion (part (h)).

For small fluctuations in weak inversion, equation (15) gives $\sigma$ as a function of $L_m$, and for a strong halo it shows that lengthening the middle barely improves matching while $L_m\ll L_x$. It remains to evaluate the example, to check (13) without linearizing, and to estimate the effects left out.
